# Response of Kohn–Sham eigenvalues to occupation numbers, with the oxygen atom, part 1

(Sections cited here and not found follow in the second part.)

## The problem

Hartree atomic units are used. In spin-unpolarized Kohn–Sham theory with a fixed external potential $v$, let real orthonormal spatial orbitals $\psi_k$ carry occupations $f_k$, counted over both spins and treated as free parameters. With $\rho_k=\psi_k^2$,

$$n=\sum_k f_k\rho_k,\qquad h=-\tfrac12\nabla^2+v+v_{Hxc}[n],\qquad h\psi_k=\varepsilon_k\psi_k ,$$

$$E(f)=\sum_k f_k\langle\psi_k|-\tfrac12\nabla^2|\psi_k\rangle+\int v\,n\,d^3r+E_{Hxc}[n],\qquad v_{Hxc}=\frac{\delta E_{Hxc}}{\delta n}.$$

For each set $f$ the equations are solved self-consistently. The electron number $\sum_k f_k$ changes when one $f_j$ changes. Define $\eta_{ij}=\partial\varepsilon_i/\partial f_j$.

(a) Express $\eta_{ij}$ through the orbitals, the eigenvalues and the kernel $K(\mathbf r,\mathbf r')=\delta v_{Hxc}(\mathbf r)/\delta n(\mathbf r')$.

(b) Decide whether $\eta_{ij}=\eta_{ji}$, and on which assumption the answer rests.

(c) Find the sign of the contribution of orbital relaxation to $\eta_{ii}$.

(d) Evaluate $\eta$ for the oxygen atom, $Z=8$, configuration $1s^22s^22p^4$, in the local density approximation (LDA) with Slater exchange and VWN5 correlation, each shell occupation being spread evenly over $m$ and spin. This spherical, unpolarized atom is the LDA functional evaluated at averaged occupations; its energy is neither that of the spin-polarized ground term nor the mean energy of the determinants of the configuration. Its eigenvalues are $\varepsilon_{1s}=-18.758245$, $\varepsilon_{2s}=-0.871362$ and $\varepsilon_{2p}=-0.338381$ Ha. Use $\eta$ to estimate the energy of removing one $2p$ electron.

## A first estimate by scaling

Freeze the orbitals. A change $\delta f_j$ then adds the density $\rho_j\,\delta f_j$, the potential changes by $K\rho_j\,\delta f_j$, and level $i$ shifts by the average of this change over $\rho_i$. With the notation $\langle a|K|b\rangle=\iint a(\mathbf r)K(\mathbf r,\mathbf r')b(\mathbf r')\,d^3r\,d^3r'$ the estimate is the bare element $\eta^{\rm bare}_{ij}=\langle\rho_i|K|\rho_j\rangle$. In the LDA, $E_{xc}=\int n\,\epsilon_{xc}(n)\,d^3r$, and two differentiations give

$$K=\frac{1}{|\mathbf r-\mathbf r'|}+f_{xc}(n(\mathbf r))\,\delta(\mathbf r-\mathbf r'),\qquad f_{xc}=\frac{d^2(n\epsilon_{xc})}{dn^2}.$$

The Coulomb term is an inverse length. Model each orbital density by one exponential, $\rho=(\zeta^3/\pi)e^{-2\zeta r}$. For $\zeta=1$ the radial charge is $4r^2e^{-2r}$. The charge inside $r$ is $1-(1+2r+2r^2)e^{-2r}$ and acts as if at the origin; the charge outside contributes $\int_r^\infty 4se^{-2s}ds=(1+2r)e^{-2r}$. The sum is $1/r-(1+1/r)e^{-2r}$. With $\int_0^\infty r^pe^{-ar}dr=p!/a^{p+1}$ its average over the same charge is

$$4\cdot\frac{1}{4}-4\cdot\frac{2}{64}-4\cdot\frac{1}{16}=1-\frac18-\frac14=\frac58 .$$

Rescaling lengths by $1/\zeta$ gives $5\zeta/8$. For a compact core density and a diffuse valence density the core acts as a point charge, and the element tends to $\langle 1/r\rangle$ of the valence density, which is $\zeta_{\rm val}$ in this model.

For the exchange part, $n\epsilon_x=-\tfrac34(3/\pi)^{1/3}n^{4/3}$ gives $f_x=-\tfrac13(3/\pi)^{1/3}n^{-2/3}$. If $N$ electrons share one shape, $n=N\rho$, then $\int\rho^2f_x\,d^3r=-\tfrac13(3/\pi)^{1/3}N^{-2/3}\int\rho^{4/3}d^3r$, and

$$\int\rho^{4/3}d^3r=\frac{\zeta^4}{\pi^{4/3}}\,4\pi\,\frac{2}{(8\zeta/3)^3}=\frac{27\,\zeta}{64\,\pi^{1/3}} .$$

Exchange thus scales as $\zeta$, like the Coulomb term, and the ratio of the two is

$$-\frac{9}{64}\cdot\frac85\cdot\frac{3^{1/3}}{\pi^{2/3}}N^{-2/3}=-0.151\,N^{-2/3},$$

which is $-0.095$ for the core ($N=2$) and $-0.046$ for the valence region ($N=6$).

The data offer one length per shell. The LDA potential of a neutral atom vanishes rapidly at large $r$, so the orbital tail decays as $e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon}$. Taking $\zeta=\kappa$ gives $\sqrt{37.516}=6.125$, $\sqrt{1.7427}=1.320$ and $\sqrt{0.67676}=0.823$ bohr$^{-1}$ for $1s$, $2s$, $2p$. The Coulomb parts $5\kappa/8$ are $3.83$, $0.825$ and $0.514$ Ha. After the exchange factors $0.905$, $0.954$, $0.954$ the estimates are

$$\eta_{1s,1s}\approx3.46,\qquad\eta_{2s,2s}\approx0.79,\qquad\eta_{2p,2p}\approx0.49\ \text{Ha},$$

and the core–valence elements are roughly $1.3$ Ha ($1s,2s$) and $0.8$ Ha ($1s,2p$).

Scaling also sizes what was left out. Relaxation enters at second order in the kernel: two matrix elements of $K$, each proportional to $\zeta$, an excitation energy proportional to $\zeta^2$ in the denominator, and a factor $N$ for the electrons that respond. The term is of order $N\zeta^0$, or $N/\zeta$ relative to the bare element. It is negligible for a highly charged ion at fixed $N$, where the ratio of $\eta_{1s,1s}$ to the bare element tends to 1 while their difference stays of order $Z^0$. The bare element is linear in $Z$ at leading order: its Hartree part is $5Z/8$ up to a term of order $Z^0$, and exchange, being also proportional to $\zeta$, lowers it by a fixed fraction, giving $0.905\times5Z/8$ for a two-electron ion at leading order in $Z$. In a neutral atom $N/\zeta$ is not small, and scaling cannot supply the coefficient.

## The exact solution

### Janak's theorem

Assume for now that the self-consistent solution is differentiable in $f$; the condition appears below. Write $\partial_j=\partial/\partial f_j$. Then

$$\partial_jn=\rho_j+\sum_kf_k\,2\psi_k\,\partial_j\psi_k .\tag{1}$$

The density-dependent part of $E$ changes by $\int(v+v_{Hxc})\,\partial_jn\,d^3r$, because $v_{Hxc}$ is the functional derivative of $E_{Hxc}$. The kinetic part changes by $\langle\psi_j|-\tfrac12\nabla^2|\psi_j\rangle+\sum_kf_k\,2\langle\partial_j\psi_k|-\tfrac12\nabla^2|\psi_k\rangle$, the factor 2 coming from real orbitals and a Hermitian operator. Adding the two and using (1) assembles $h$ in each term:

$$\partial_jE=\langle\psi_j|h|\psi_j\rangle+\sum_kf_k\,2\langle\partial_j\psi_k|h|\psi_k\rangle=\varepsilon_j+\sum_kf_k\varepsilon_k\,\partial_j\langle\psi_k|\psi_k\rangle=\varepsilon_j .\tag{2}$$

The last sum vanishes because the norms stay equal to 1.

### The shift of the eigenvalue

Differentiate $\varepsilon_i=\langle\psi_i|h|\psi_i\rangle$. The orbital terms give $2\langle\partial_j\psi_i|h|\psi_i\rangle=\varepsilon_i\,\partial_j\langle\psi_i|\psi_i\rangle=0$. In $h$ only $v_{Hxc}$ depends on $f$, and only through $n$, so by the chain rule

$$\eta_{ij}=\int\rho_i\,\partial_jv_{Hxc}\,d^3r=\langle\rho_i|K|\partial_jn\rangle .\tag{3}$$

Keeping only $\rho_j$ in (1) returns the frozen-orbital estimate.

### The response at fixed occupations

Let the potential in $h$ change by $\delta v_s$. To first order, $(h-\varepsilon_k)\delta\psi_k=(\delta\varepsilon_k-\delta v_s)\psi_k$. Projection on $\psi_m$ with $m\ne k$ gives $(\varepsilon_m-\varepsilon_k)\langle\psi_m|\delta\psi_k\rangle=-\langle\psi_m|\delta v_s|\psi_k\rangle$, and normalization gives $\langle\psi_k|\delta\psi_k\rangle=0$. Division by $\varepsilon_m-\varepsilon_k$ requires that levels coupled by $\delta v_s$ be nondegenerate. Then

$$\delta n=\sum_kf_k\,2\psi_k\,\delta\psi_k=-\sum_k\sum_{m\ne k}\frac{2f_k}{\varepsilon_m-\varepsilon_k}\,\psi_k\psi_m\,\langle\psi_m|\delta v_s|\psi_k\rangle ,$$

where $m$ runs over the complete set, continuum included. Order the levels by increasing energy. Each unordered pair $k<m$ occurs twice, with the same product $\phi_{km}=\psi_k\psi_m$ and the same matrix element, once with weight $2f_k/(\varepsilon_m-\varepsilon_k)$ and once with $2f_m/(\varepsilon_k-\varepsilon_m)$. Adding the weights gives $\delta n=\chi_s\,\delta v_s$ with

$$\chi_s(\mathbf r,\mathbf r')=-\sum_{k<m}D_{km}\,\phi_{km}(\mathbf r)\,\phi_{km}(\mathbf r'),\qquad D_{km}=\frac{2(f_k-f_m)}{\varepsilon_m-\varepsilon_k}.\tag{4}$$

Pairs with equal occupation drop out, and pairs of occupied levels with unequal occupation remain. The function $\chi_s$ is symmetric in its arguments, and $\int\chi_s\,d^3r=0$ because $\int\phi_{km}\,d^3r=0$. It contains no term that moves electrons between levels, since the $f_k$ are held fixed; a response at fixed chemical potential would answer a different question.

### Self-consistency and the screened kernel

The orbital term in (1) is the fixed-occupation response to the potential change $\partial_jv_{Hxc}=K\,\partial_jn$. Hence $\partial_jn=\rho_j+\chi_sK\,\partial_jn$, and if $1-\chi_sK$ is invertible,

$$\partial_jn=(1-\chi_sK)^{-1}\rho_j .\tag{5}$$

This invertibility is the condition for the differentiability assumed above: $1-\chi_sK$ is the linearization of the self-consistency condition $n-n_{\rm out}[n,f]=0$, and the implicit function theorem applies when it has an inverse. Integrating the equation before (5) gives $\int\partial_jn\,d^3r=1$. Inserting (5) in (3) answers (a):

$$\eta_{ij}=\langle\rho_i|K(1-\chi_sK)^{-1}|\rho_j\rangle .\tag{6}$$

The interacting response $\chi$ at fixed occupations follows from $\delta n=\chi_s(\delta v+K\delta n)$, which gives $\chi=(1-\chi_sK)^{-1}\chi_s$. Since $(1-\chi_sK)^{-1}-1=(1-\chi_sK)^{-1}[1-(1-\chi_sK)]=\chi K$,

$$\eta_{ij}=\langle\rho_i|K+K\chi K|\rho_j\rangle .\tag{7}$$

The added density $\rho_j$ creates the potential $K\rho_j$, all electrons rearrange by $\chi K\rho_j$, and level $i$ feels both charges through $K$.

### Symmetry

Both $K(1-\chi_sK)$ and $(1-K\chi_s)K$ equal $K-K\chi_sK$. Let T denote exchange of the two arguments. The kernel is a second functional derivative, $K=\delta^2E_{Hxc}/\delta n(\mathbf r)\delta n(\mathbf r')$, so $K^T=K$ when $E_{Hxc}$ is twice continuously differentiable, and $\chi_s^T=\chi_s$ by (4). Then $(1-\chi_sK)^T=1-K\chi_s$, which is invertible together with $1-\chi_sK$. Multiplying the identity by $(1-K\chi_s)^{-1}$ on the left and $(1-\chi_sK)^{-1}$ on the right gives $(1-K\chi_s)^{-1}K=K(1-\chi_sK)^{-1}$. Therefore

$$[K(1-\chi_sK)^{-1}]^T=(1-K\chi_s)^{-1}K=K(1-\chi_sK)^{-1},$$

and (6) yields $\eta_{ij}=\eta_{ji}$. A second proof uses (2): $\eta_{ij}=\partial_j\partial_iE$, and mixed partial derivatives of a twice continuously differentiable $E(f)$ commute.

Both proofs need $v_{Hxc}$ to be the derivative of an energy. Equations (3) to (7) do not, since they use only the eigenvalue equation and the chain rule. For a model potential that is not a functional derivative, (6) holds with an unsymmetric $K$, and nothing enforces $\eta_{ij}=\eta_{ji}$. This answers (b).

### The sign of the relaxation

Suppose all $D_p\ge0$, where $p$ labels a pair; this holds when occupations do not increase with energy among coupled levels. Let $P$ be the map with columns $\sqrt{D_p}\,\phi_p$ over the pairs with $D_p>0$, so that $\chi_s=-PP^T$, and set $G=P^TKP$ and $b_j=P^TK\rho_j$. The inverse of $1+PP^TK$ is $1-P(1+G)^{-1}P^TK$, as multiplication shows:

$$(1+PP^TK)\,[1-P(1+G)^{-1}P^TK]=1+PP^TK-P(1+G)(1+G)^{-1}P^TK=1 ,$$

where the two terms $-P(1+G)^{-1}P^TK$ and $-PG(1+G)^{-1}P^TK$ were combined. Equation (6) becomes

$$\eta_{ij}=\eta^{\rm bare}_{ij}-b_i^T(1+G)^{-1}b_j .\tag{8}$$

The matrix $1+G$ is the curvature of the energy under orbital rotations at fixed $f$. Rotate by small real angles $\theta_{km}$, so that $\delta\psi_k=\theta_{km}\psi_m$ and $\delta\psi_m=-\theta_{km}\psi_k$ at first order. The second-order energy has two parts. The terms linear in the change of $n$ combine with the kinetic energy into $\sum_kf_k\langle\psi_k|h|\psi_k\rangle$ with the unperturbed $h$. The rotated $\psi_k$ has weight $\theta_{km}^2$ on level $m$ and loses the same weight on level $k$, so this part changes by $\sum_{k<m}(f_k-f_m)(\varepsilon_m-\varepsilon_k)\theta_{km}^2$. The other part is $\tfrac12\langle\delta n|K|\delta n\rangle$ with $\delta n=\sum_{k<m}2(f_k-f_m)\theta_{km}\phi_{km}$. Define $x_p=2(f_k-f_m)\theta_{km}/\sqrt{D_p}$. Then $\delta n=Px$, and $x_p^2=2(f_k-f_m)(\varepsilon_m-\varepsilon_k)\theta_{km}^2$ turns the first part into $\tfrac12x^Tx$. The total is $\tfrac12x^T(1+G)x$.

If the solution is a minimum under these rotations, $1+G$ is positive semidefinite. It is also invertible, because the nonzero eigenvalues of $G=P^TKP$ are those of $PP^TK=-\chi_sK$ and $1-\chi_sK$ was assumed invertible; hence $1+G$ and its inverse are positive definite. By (8), $\eta^{\rm bare}-\eta$ is then positive semidefinite, and $\eta_{ii}\le\eta_{ii}^{\rm bare}$. This answers (c). The statement fixes no sign for a single off-diagonal element, and it is not established when some $D_p<0$. At an instability, where an eigenvalue of $1+G$ reaches zero, (8) diverges unless $b_i$ or $b_j$ is orthogonal to the soft direction.

Equations (6) to (8) answer (a) to (c): they give $\eta_{ij}$, its symmetry when $v_{Hxc}$ derives from a twice continuously differentiable energy, and a relaxation term that never raises $\eta_{ii}$ at a minimum with all $D_p\ge0$. What remains is (d), the evaluation of $\eta$ for oxygen, including its degenerate $2p$ shell, and the estimate of the $2p$ removal energy.

All numerical values are calculated from the stated model.
